# When and why large particles sweep up fresh nuclei

## A point nucleus and a heavy sphere

Let a sphere of radius $a_2$ be so heavy that it stands still, and let nuclei so small that they count as points fly past it in straight lines with mean speed $\bar v_1$. A nucleus hits if its line of flight passes within $a_2$ of the centre. With $N_1$ nuclei per volume, the sphere collects $\pi a_2^2\bar v_1N_1$ of them per unit time. The factor multiplying $N_1$ is the collision kernel,

$$\beta_{12}\approx \pi a_2^2\,\bar v_1 .$$

The area belongs to the large partner and the speed to the small one.

Now take equal pairs. Two spheres of radius $a$ touch when their centres are $2a$ apart, so the target area is $4\pi a^2$. Their velocities are independent, so the mean square relative velocity is twice that of one particle. Thermal velocities are Gaussian, and so is their difference. The distribution of speeds therefore keeps its shape and is only stretched, and the mean relative speed is $\sqrt2\,\bar v$. Hence

$$\beta_{11}=4\sqrt2\,\pi a_1^2\bar v_1,\qquad \beta_{22}=4\sqrt2\,\pi a_2^2\bar v_2 .$$

At a common temperature $\bar v\propto m^{-1/2}$, and for compact spheres of one material $m\propto a^3$. With $r=a_2/a_1$ this gives $\bar v_1/\bar v_2=r^{3/2}$, and therefore

$$\frac{\beta_{12}}{\beta_{11}}\approx\frac{r^2}{4\sqrt2},\qquad \frac{\beta_{12}}{\beta_{22}}\approx\frac{r^{3/2}}{4\sqrt2}\qquad(r\gg1).$$

The mixed pair beats the small pair by area and the large pair by speed. Both expressions fall below one as $r\to1$, where the approximation fails. Whether the mixed pair wins at moderate $r$ must be decided with the full kernel. It turns out that it beats the small pair for every $r>1$, but the large pair only when $r$ exceeds about 1.37.

## The full kernel

The assumptions are these. Particles are neutral compact spheres in thermal equilibrium at temperature $T$. They fly straight over distances of order $a_1+a_2$ (the free-molecular regime), exert no force before contact, and stick at every contact.

Seen from particle 1, particle 2 moves with relative velocity $\mathbf g$ and sweeps the volume $\pi(a_1+a_2)^2g$ per unit time. Each component of a particle's velocity is Gaussian with variance $kT/m$. The difference of two independent Gaussian variables is Gaussian, and the variances add:

$$\frac{kT}{m_1}+\frac{kT}{m_2}=\frac{kT}{\mu},\qquad \frac1\mu=\frac1{m_1}+\frac1{m_2}.$$

With $\alpha=\mu/2kT$ and $\int_0^\infty g^3e^{-\alpha g^2}dg=1/(2\alpha^2)$, the mean relative speed is

$$\langle g\rangle=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac1{2\alpha^2}=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8kT}{\pi\mu}} .$$

The kernel is area times speed:

$$\beta_{12}=\pi(a_1+a_2)^2\sqrt{\frac{8kT}{\pi\mu}} .$$

For an equal pair $\mu=m/2$, so $\beta(a,a)\propto a^2a^{-3/2}=a^{1/2}$. When both partners grow, most of the gain in area is cancelled by the loss of speed.

## First contribution: area

The contact area of the mixed pair, relative to each equal pair, is

$$\frac{(a_1+a_2)^2}{(2a_1)^2}=\frac{(1+r)^2}{4},\qquad \frac{(a_1+a_2)^2}{(2a_2)^2}=\frac{(1+r)^2}{4r^2}.$$

The first grows without limit. The second falls from 1 towards $1/4$, so replacing one large partner by a nucleus costs less than a factor of four in area.

To see what area does alone, give the large particle the mass of the nucleus while keeping its radius. All pairs then have the same relative speed, and the mixed-to-large ratio is $(1+r)^2/4r^2$, below one for every $r>1$. Without the speed difference, the mixed pair loses to the large pair.

## Second contribution: speed

Since $\langle g\rangle\propto\mu^{-1/2}$, the speed ratios are

$$\sqrt{\frac{m_1}{2}\left(\frac1{m_1}+\frac1{m_2}\right)}=\sqrt{\frac{1+r^{-3}}2},\qquad
\sqrt{\frac{m_2}{2}\left(\frac1{m_1}+\frac1{m_2}\right)}=\sqrt{\frac{1+r^{3}}2}$$

relative to the small and the large pair. The first falls from 1 towards $1/\sqrt2$: a nucleus that meets a slow partner instead of another fast nucleus loses less than a factor $\sqrt2$. The second grows as $r^{3/2}$.

To see what speed does alone, give the large particle the radius of the nucleus while keeping its mass. The areas are then equal, and the mixed-to-small ratio is $\sqrt{(1+r^{-3})/2}$, below one for every $r>1$. Without the large cross-section, the mixed pair loses to the small pair. Both ingredients are needed, each against a different rival.

These statements were tested by counting collisions of straight flights at $r=3$, with two million random starting positions and velocity pairs for each of six kinds of pair. The count gave a mixed-to-small ratio of 2.88 and a mixed-to-large ratio of 1.67; the kernel gives 2.88 and 1.66. With the large particle made as light as a nucleus, the mixed-to-large ratio dropped to 0.45. With it made as small as a nucleus but still heavy, the mixed-to-small ratio dropped to 0.71. No counted kernel differed from the formula by more than 0.9 % of the formula's value.

## Weighing them against the small pair

The product of area and speed ratios is

$$\frac{\beta_{12}}{\beta_{11}}=\frac{(1+r)^2}{4}\sqrt{\frac{1+r^{-3}}{2}} .$$

It equals 1 at $r=1$. Its logarithmic derivative is

$$\frac{d}{dr}\ln\frac{\beta_{12}}{\beta_{11}}=\frac{2}{1+r}-\frac{3}{2r(1+r^3)} .$$

Multiplying by the positive quantity $2r(1+r^3)$ and using $1+r^3=(1+r)(r^2-r+1)$ turns this into $4r(r^2-r+1)-3$. For $r\ge1$ we have $r^2-r+1=r(r-1)+1\ge1$, so the expression is at least $4-3=1$. The ratio rises throughout, and the mixed kernel exceeds the small pair's for every $r>1$.

## Weighing them against the large pair

Here

$$\frac{\beta_{12}}{\beta_{22}}=\frac{(1+r)^2}{4r^2}\sqrt{\frac{1+r^{3}}{2}} ,$$

and the contest is closer. Start from two equal large spheres and shrink one radius by a small fraction $\varepsilon$. The contact distance becomes $2a(1-\varepsilon/2)$, so the area falls by the fraction $\varepsilon$. The inverse reduced mass becomes

$$\frac1m\left[1+(1-\varepsilon)^{-3}\right]\approx\frac2m\left(1+\frac{3\varepsilon}2\right),$$

so the speed rises by the fraction $3\varepsilon/4$. The net change is $-\varepsilon/4$: at first the mixed kernel falls below the large pair's. This agrees with $\beta(a,a)\propto a^{1/2}$: shrinking both partners costs $\varepsilon/2$, and by symmetry each contributes half. Two nearly equal sizes therefore have a mixed kernel that lies between the two equal-pair kernels, not above both.

The crossing follows from setting the ratio to one and squaring:

$$(1+r)^4(1+r^3)=32r^4 .$$

Since $(1+r)^4=1+4r+6r^2+4r^3+r^4$, moving everything to the left gives

$$r^7+4r^6+6r^5-27r^4+5r^3+6r^2+4r+1=0 .$$

The root $r=1$ is the equal pair itself. Dividing it out leaves

$$Q(r)=r^6+5r^5+11r^4-16r^3-11r^2-5r-1=0 .$$

The coefficients change sign once, so by Descartes' rule there is one positive root. Because $Q(1)=-16$ and $Q\to+\infty$ at large $r$, that root lies above 1. Numerically

$$r^*=1.371,\qquad (r^*)^3=2.58 .$$

The larger particle must have more than about 2.6 times the mass of the smaller before the mixed kernel exceeds both equal-pair kernels. Below that the deficit is slight: the lowest ratio is 0.981, at $r=1.17$. For a fresh nucleus and a grown particle the condition is met by a wide margin.

For large $r$, taking the leading powers out of the full ratios gives

$$\frac{\beta_{12}}{\beta_{11}}=\frac{r^2}{4\sqrt2}\,C,\qquad
\frac{\beta_{12}}{\beta_{22}}=\frac{r^{3/2}}{4\sqrt2}\,C,\qquad
C=\left(1+\frac1r\right)^2\sqrt{1+r^{-3}} .$$

The opening estimate is the case $C=1$. At $r=20$, $C\approx1.10$, so that estimate is then about 9 % below the full result.

## From kernel to sweeping rate

A kernel becomes a rate when multiplied by number densities. Unlike pairs collide $\beta_{12}N_1N_2$ times per volume and time. Like pairs collide $\tfrac12\beta_{11}N_1^2$ times, the half preventing double counting, and each such event removes two nuclei. Thus

$$\frac{dN_1}{dt}=-kN_1-\beta_{11}N_1^2,\qquad k=\beta_{12}N_2 .$$

Sweeping dominates when $N_2/N_1>\beta_{11}/\beta_{12}$. A large kernel makes this ratio small, but a few large particles in a dense burst of nuclei would still lose the competition.

Let $S$ be the number of nuclei swept per volume, so $dS/dt=kN_1$. Dividing by $dN_1/dt$ gives $dS/dN_1=-k/(k+\beta_{11}N_1)$. With $N_2$ held fixed and $N_1$ falling from $N_0$ to zero,

$$\frac{S}{N_0}=\frac1{N_0}\int_0^{N_0}\frac{k\,dN}{k+\beta_{11}N}=\frac kb\ln\left(1+\frac bk\right),\qquad b=\beta_{11}N_0 .$$

"Large particles sweep fast" is a statement per large particle. If instead their total volume is held fixed, $N_2\propto a_2^{-3}$ and

$$k\propto\frac{(a_1+a_2)^2}{a_2^3}\sqrt{\frac1{m_1}+\frac1{m_2}}=\frac1{a_2}\left(1+\frac{a_1}{a_2}\right)^2\sqrt{\frac1{m_1}+\frac1{m_2}} .$$

Every factor falls as $a_2$ grows. The same material divided into smaller collectors sweeps faster.

## Silicon particles in silane deposition

Take silicon particles in nitrogen at 900 K and 760 Torr, with density 2330 kg/m³. Nuclei have diameter 1 nm and number density $10^{10}$ cm⁻³; large particles have diameter 20 nm and $10^9$ cm⁻³. Thus $r=20$ and the mass ratio is 8000. A nucleus weighs $1.22\times10^{-24}$ kg and has mean speed 161 m/s; a large particle has $161/\sqrt{8000}=1.80$ m/s.

| Pair | Area (nm²) | Relative speed (m/s) | Kernel (cm³/s) |
|---|---|---|---|
| small–small | 3.14 | 228 | $7.16\times10^{-10}$ |
| mixed | 346 | 161 | $5.58\times10^{-8}$ |
| large–large | 1257 | 2.55 | $3.20\times10^{-9}$ |

The mixed pair has neither the largest area nor the highest speed, but it has the largest product. The factors are

$$\frac{\beta_{12}}{\beta_{11}}=110.25\times0.707=78,\qquad
\frac{\beta_{12}}{\beta_{22}}=0.2756\times63.25=17.4 .$$

The sweeping rate is $k=5.58\times10^{-8}\times10^9=55.8$ s⁻¹, a nucleus lifetime of 18 ms. The initial loss rate by nucleus–nucleus collisions is $b=7.16$ s⁻¹. With $b/k=0.128$, the swept fraction is $\ln(1.128)/0.128=0.94$. The loss rates would be equal at $N_2/N_1=0.013$; here the ratio is 0.1.

Letting nuclei combine into clusters of up to 12, which also collect nuclei and are themselves swept, changes the fraction swept singly from 0.941 to 0.939; nearly all the other nuclei reach the large particles inside clusters. On average each large particle receives at most ten nuclei, or $10/8000$ of its volume, so sweeping hardly changes its radius. If the large particles' volume were divided into 5 nm particles, sweeping would at first be 5.2 times faster, or about 6.8 times with the van der Waals attraction estimated below; the advantage would shrink as these particles coagulated with one another.

## Weighing what was left out

**Attraction before contact.** The van der Waals energy, summed over volume elements a distance $s$ apart and with retardation neglected, is

$$U=-\frac{A}{\pi^2}\int dV_1\int dV_2\,\frac1{s^6} .$$

Conservation of energy and angular momentum lets a pair with relative energy $E$ and impact parameter $b_i$ reach separation $R$ if $E(1-b_i^2/R^2)\ge U(R)$. Capture requires this at all $R\ge a_1+a_2$, so the largest successful impact parameter obeys

$$b_c^2=\min_R R^2\left[1-\frac{U(R)}E\right] .$$

The collision rate weights energies by speed times the Maxwell distribution, that is by $xe^{-x}$ with $x=E/kT$. The kernel is therefore multiplied by

$$W=\int_0^\infty xe^{-x}\,\frac{b_c^2}{(a_1+a_2)^2}\,dx .$$

Scaling all lengths leaves $U$ unchanged, so both equal pairs share one value of $W$. For a mixed pair with $r\to\infty$ the attraction reaches a distance of order $a_1$. Evaluating the bracket at a gap $ca_1$ bounds $b_c$ from above, and letting first $r$ and then $c$ grow gives $W\to1$. Attraction thus helps equal pairs more than very unequal ones.

With a rough $A=2\times10^{-19}$ J, or $16\,kT$, the factors are 2.11 for equal pairs and 1.31 for the mixed pair. The advantages shrink from 78 to 48 and from 17.4 to 10.8, the threshold moves from 1.37 to 1.44, and the lifetime falls from 18 to 14 ms. Because $b/k$ rises from 0.128 to about 0.21, the swept fraction falls from 0.94 to about 0.91. The last digits follow the rough $A$: between $1.5$ and $2.6\times10^{-19}$ J the factors run from 1.99 to 2.22 and from 1.28 to 1.33, and the threshold from 1.436 to 1.447. A continuum energy for a 1 nm cluster is itself only an estimate: for two nuclei, capture at a typical energy is decided at a gap of about 0.26 nm, roughly one bond length, so the factor for the small pair is the least reliable.

**Charge.** Let $q=e^2/[4\pi\varepsilon_0(a_1+a_2)kT]$. For single opposite charges $U/kT=-q(a_1+a_2)/R$, the minimum lies at contact, and $W=\int_0^\infty(x+q)e^{-x}dx=1+q=2.77$. For like charges the pair needs $x>q$ to touch, and $W=\int_q^\infty(x-q)e^{-x}dx=e^{-q}=0.17$. These two values hold for the bare Coulomb force. Polarisation is not small here, because a charge half a nanometre from the surface of a silicon sphere is attracted by the charge it induces there. Treating the nucleus as a point charge outside a sphere of relative permittivity 11.7 changes the factors to about 4.6 and 0.64. This takes the charge of the large particle as fixed and spherically symmetric; for a conducting sphere the factors are about 4.9 and 0.72, and a charged nucleus meeting a neutral dielectric sphere already has a factor of about 2.3. One like charge on every nucleus and on every large particle would then give a lifetime of about 28 ms at fixed densities. That is half as long again as the 18 ms for neutral particles without attraction, and about twice the 14 ms with van der Waals attraction. The bare Coulomb force would suggest a sixfold increase over the 18 ms. This presumes that the gas carries the compensating charge, as a plasma does. Otherwise the common field of the particles would drive the nuclei to the walls far faster than they are swept. The estimate also depends strongly on the number of charges: with three on the large particle and one like charge on the nucleus, the factor is only about 0.04. A 20 nm particle in a plasma can carry many more, and nuclei of the same sign would then hardly be swept at all.

**Drag by the gas.** If motion were diffusive, the steady profile $N(1-R_c/R)$ around an absorbing sphere of radius $R_c=a_1+a_2$ would give the kernel $4\pi R_c(D_1+D_2)$. For the diffusivity $D=kT/f$, the drag coefficient $f$ follows from gas molecules striking a sphere that drifts at velocity $\mathbf u$. Specular reflection from a sphere is isotropic, so a molecule hands over its relative momentum on average. To first order in $\mathbf u$,

$$\langle|\mathbf v-\mathbf u|(\mathbf v-\mathbf u)\rangle=-\left(1+\tfrac13\right)\langle v\rangle\mathbf u,$$

hence $f=\tfrac43n_gm_g\bar v_g\pi a^2$, with $n_g$, $m_g$ and $\bar v_g$ the number density, mass and mean speed of the gas molecules. The molecules are treated as points. With a molecular diameter of about 0.37 nm, the target area of a 1 nm nucleus would be $1.37^2\approx1.9$ times larger, so the nucleus diffusivity used here is too high by about a factor of two. Diffuse reflection, which measured drag on small particles largely follows, would raise $f$ by up to a further factor $1+\pi/8=1.39$. Neither alters the conclusions. With point molecules and specular reflection the ballistic kernel is 0.0008, 0.011 and 0.067 of the diffusive one for the small, mixed and large pairs; with the empirical slip-corrected drag and the molecular size included these become about 0.002, 0.03 and 0.09. Diffusion is not the bottleneck, and drag hinders the large pair most.

**Walls.** Between absorbing plates a distance $L$ apart, the slowest density profile, $\sin(\pi z/L)$, decays at the rate $D_1(\pi/L)^2$. With $D_1=0.38$ cm²/s and $L=2$ cm this is 0.94 s⁻¹, about 2 % of the sweeping rate. Nuclei formed evenly across the gap lose more, because those born near a plate reach it quickly. Before being swept, a nucleus diffuses a distance of about $\sqrt{D_1/k}=0.08$ cm, and the share lost to the two plates is $2\sqrt{D_1/k}/L$, about 8 %, or 6 % with the size of the gas molecules included. But $D_1\propto1/p$. At 1 Torr, with temperature, gap and particle densities unchanged, wall loss would be about 700 s⁻¹, or roughly half that with the size of the gas molecules included, and would overtake sweeping, although the kernels would be the same.

**Sticking and large–large collisions.** If mixed encounters stick less often than large–large ones, the mixed kernel remains the larger of the two while the relative sticking probability exceeds $1/17.4=0.057$, or $1/10.8=0.093$ with van der Waals attraction included. The large particles reduce their own number at 1.6 s⁻¹, or about 3 % during one nucleus lifetime; with van der Waals attraction included, the loss is about 5 %.

## Beside a real reactor

The temperature, pressure and carrier gas are rough values for atmospheric-pressure silane deposition. The particle densities are illustrative; real ones depend strongly on silane concentration and residence time, and the lifetime scales as $1/N_2$. A real nucleus is a hydrogen-bearing cluster rather than a 1 nm piece of bulk silicon. Particles grown by coagulation are often open aggregates; $m\propto a^3$ then fails, and the threshold and ratios found here do not carry over unchanged. Of the effects sized here, charge moves the mixed kernel most at these conditions, which matters in plasma reactors; in a neutral thermal reactor it is van der Waals attraction, by about 30 %. In low-pressure reactors, wall loss can decide the fate of nuclei. Sweeping lowers the number of small particles but leaves their silicon in the gas as particulate matter, so it is no substitute for suppressing nucleation where particle mass is the concern. Most of the values are in the numerical output below.

## Computed results

```
threshold radius ratio r*: 1.3714
threshold mass ratio r*^3: 2.579
lowest mixed/large-pair ratio: 0.9808 at r = 1.169
Monte Carlo, r=3, mixed/small pair: 2.88 (formula 2.88)
Monte Carlo, r=3, mixed/large pair: 1.67 (formula 1.66)
same, large given nucleus mass: 0.45
mixed/small pair, large given nucleus radius: 0.71
largest Monte Carlo deviation from kernel: 0.9 %
temperature: 900 K, pressure: 760 Torr
silicon density: 2330 kg/m3
diameters: 1 nm and 20 nm, r = 20
number densities: nuclei 1.0e+10, large 1.0e+09 cm^-3
masses: nucleus 1.220e-24 kg, large 9.760e-21 kg
mean speeds: nucleus 161.0 m/s, large 1.80 m/s
small-small: cross-section 3.14 nm2, relative speed 227.76 m/s, kernel 7.155e-10 cm3/s
mixed: cross-section 346.36 nm2, relative speed 161.06 m/s, kernel 5.578e-08 cm3/s
large-large: cross-section 1256.64 nm2, relative speed 2.55 m/s, kernel 3.200e-09 cm3/s
mixed/small pair: 77.96 = area 110.25 x speed 0.7072
mixed/large pair: 17.43 = area 0.2756 x speed 63.25
sweeping rate per nucleus: 55.78 1/s
nucleus lifetime against sweeping: 17.93 ms
initial nucleus-nucleus loss rate: 7.16 1/s
N_large/N_small for equal loss rates: 0.0128
fraction of nuclei swept by large: 0.9409
same with clusters up to 12 nuclei: 0.9394
sweeping gain, same volume as 5 nm particles: 5.25
Hamaker constant (rough): 2.0e-19 J, over kT: 16.10
van der Waals factor, equal pair: 2.108
van der Waals factor, mixed pair: 1.306
with van der Waals, mixed/small pair: 48.31
with van der Waals, mixed/large pair: 10.80
with van der Waals, threshold r*: 1.441
with van der Waals, nucleus lifetime: 13.72 ms
opposite single charges, mixed kernel factor: 2.77
like single charges, mixed kernel factor: 0.171
nitrogen mean free path (rough): 202 nm
ballistic/diffusive kernel, small-small, mixed, large-large: 0.0008, 0.0111, 0.0671
nucleus diffusivity: 0.379 cm2/s
wall loss rate, 2 cm gap: 0.94 1/s
number loss rate of large particles: 1.60 1/s
break-even relative sticking, mixed vs large pair: 0.0574
```
